\section*{Virtual Annihilation in Positronium: A Contact Potential for Triplet S States, part 2}

An electron of charge $-e$ and a positron of charge $+e$, both of mass $m$, form positronium. SI units are used. The theorem to be proved says that, to leading order in momenta over $mc$, annihilation into one virtual photon and re-creation of a pair acts as
\begin{equation}
V=\frac{e^2\hbar^2}{8\varepsilon_0m^2c^2}\,
\bigl(3+\boldsymbol\sigma_e\cdot\boldsymbol\sigma_p\bigr)\,\delta^3(\boldsymbol r),
\label{eq:main}
\end{equation}
where $\boldsymbol r$ is the separation and $\boldsymbol\sigma_e,\boldsymbol\sigma_p$ are the particles' Pauli matrices. At first order in $V$, only the $n\,^3S_1$ Coulomb levels shift, each by
\begin{equation}
\Delta E_n=\frac{mc^2\alpha^4}{4n^3},\qquad
\alpha=\frac{e^2}{4\pi\varepsilon_0\hbar c}.
\label{eq:shift}
\end{equation}
Assumption (i) takes the photon--pair coupling to second order in $e$, in the annihilation channel alone.

It has been shown that annihilation acts on slow particles as $W\delta^3(\boldsymbol r)$, with
\begin{equation}
W=\frac{e^2\hbar^2}{4\varepsilon_0m^2c^2}\,X,\qquad
X=(\eta^\dagger\boldsymbol\sigma\xi)\cdot(\xi'^\dagger\boldsymbol\sigma\eta').
\label{eq:strength}
\end{equation}
Lemma 2, on the transverse photon, settled the signs from reordering fermion operators. The electron's initial and final two-component spinors are $\xi,\xi'$. The positron's, $\chi,\chi'$, enter through $\eta=-C\chi^*$ and $\eta'=-C\chi'^*$, which belong to the negative-energy electron states whose absence is the positron. The matrix $C=i\sigma_2$ is real, with $C^2=-1$ and $C\boldsymbol\sigma^*C=\boldsymbol\sigma$. The operator $d^\dagger$ creates a positron and $d$ annihilates one. A two-particle potential needs $X$ regrouped, so that each particle's initial spinor is joined to its own final one.

The annihilation current is $-ec\,v^\dagger\boldsymbol\alpha u$, with Dirac matrices $\boldsymbol\alpha$ and Dirac spinors $u$ (electron, momentum $\boldsymbol p_1$) and $v$ (positron, momentum $\boldsymbol p_2$):
\begin{equation}
v^\dagger\boldsymbol\alpha u=N_1N_2\left[\eta^\dagger\boldsymbol\sigma\xi
+\kappa_1\kappa_2\,\eta^\dagger(\boldsymbol\sigma\cdot\boldsymbol p_2)\boldsymbol\sigma
(\boldsymbol\sigma\cdot\boldsymbol p_1)\xi\right].
\label{eq:current}
\end{equation}
For each particle $\kappa=c/(E+mc^2)$, $N^2=(E+mc^2)/(2E)$ and $E=\sqrt{m^2c^4+c^2p^2}$.

In the numerical check, the amplitude error is the largest deviation of a spin matrix element, computed with moving Dirac spinors, from the contact form.

\subsection{Lemma 5: conjugation and the positron spin}

\textbf{Statement.} The positron spinors obey
\begin{equation}
\eta^\dagger\eta'=\chi'^\dagger\chi,\qquad
\eta^\dagger\boldsymbol\sigma\eta'=-\chi'^\dagger\boldsymbol\sigma\chi ,
\label{eq:conjugation}
\end{equation}
and $\chi$ is the spin state of the positron.

\emph{Proof.} Since $C^T=-C$, the adjoint of $\eta=-C\chi^*$ is $\eta^\dagger=-\chi^TC^T=\chi^TC$. Hence
\begin{align}
\eta^\dagger\eta'&=-\chi^TC^2\chi'^*=\chi^T\chi'^*=\chi'^\dagger\chi,\\
\eta^\dagger\boldsymbol\sigma\eta'&=-\chi^TC\boldsymbol\sigma C\chi'^*
=-\chi^T\boldsymbol\sigma^*\chi'^*=-\chi'^\dagger\boldsymbol\sigma\chi .
\end{align}
The second line uses the complex conjugate of $C\boldsymbol\sigma^*C=\boldsymbol\sigma$. Its last step transposes a number and uses $(\boldsymbol\sigma^*)^T=\boldsymbol\sigma$.

For positrons at rest, label the two spin states by $t$ and $t'$. The field's spin operator contains
\begin{align}
\frac\hbar2\sum_{t,t'}d_td^\dagger_{t'}\,\eta_t^\dagger\boldsymbol\sigma\eta_{t'}
&=-\frac\hbar2\sum_{t,t'}d^\dagger_{t'}d_t\,\eta_t^\dagger\boldsymbol\sigma\eta_{t'}\nonumber\\
&=+\frac\hbar2\sum_{t,t'}d^\dagger_{t'}d_t\,\chi_{t'}^\dagger\boldsymbol\sigma\chi_t .
\end{align}
Reordering the operators gives the first minus sign and a constant proportional to $\mathrm{tr}\,\boldsymbol\sigma=0$. The conjugation rule gives the second minus sign. The result is the spin operator of an ordinary spin-$\frac12$ particle with spin state $\chi$. $\square$

The minus sign in (\ref{eq:conjugation}) expresses that a missing electron spin counts as the opposite spin. It decides which spin state is affected: without it the final factor would be $3-\boldsymbol\sigma_e\cdot\boldsymbol\sigma_p$, which does not vanish in the singlet.

\subsection{Lemma 6: the Fierz identity for Pauli matrices}

\textbf{Statement.} For spinor indices $a,b,c,d$,
\begin{equation}
\boldsymbol\sigma_{ab}\cdot\boldsymbol\sigma_{cd}
=\frac32\,\delta_{ad}\delta_{cb}-\frac12\,\boldsymbol\sigma_{ad}\cdot\boldsymbol\sigma_{cb}.
\label{eq:fierz}
\end{equation}

\emph{Proof.} The unit matrix and the three Pauli matrices form a basis of the $2\times2$ matrices. They are orthogonal under the trace, and the square of each has trace 2. Any matrix $Q$ is therefore
\begin{equation}
Q=\frac12\,\mathrm{tr}(Q)\,1+\frac12\sum_j\mathrm{tr}(\sigma_jQ)\,\sigma_j .
\end{equation}
Take the element $Q_{ad}$ and write both traces out as sums over $Q_{bc}$, with $\mathrm{tr}\,Q=\sum_{bc}\delta_{cb}Q_{bc}$ and $\mathrm{tr}(\sigma_jQ)=\sum_{bc}(\sigma_j)_{cb}Q_{bc}$. Since $Q$ is arbitrary, the coefficients of $Q_{bc}$ on the two sides agree:
\begin{equation}
\delta_{ab}\delta_{cd}=\frac12\,\delta_{ad}\delta_{cb}
+\frac12\,\boldsymbol\sigma_{ad}\cdot\boldsymbol\sigma_{cb}.
\label{eq:complete}
\end{equation}
Exchanging the names $b$ and $d$ in this relation and solving for the Pauli term gives
\begin{equation}
\boldsymbol\sigma_{ab}\cdot\boldsymbol\sigma_{cd}
=2\,\delta_{ad}\delta_{cb}-\delta_{ab}\delta_{cd}.
\end{equation}
Replacing the last product by (\ref{eq:complete}) leaves $(2-\frac12)\delta_{ad}\delta_{cb}-\frac12\boldsymbol\sigma_{ad}\cdot\boldsymbol\sigma_{cb}$, which is (\ref{eq:fierz}). $\square$

\subsection{Proof of the theorem: the spin factor}

Multiply (\ref{eq:fierz}) by $\eta_a^*\,\xi_b\,\xi_c'^*\,\eta'_d$ and sum over the indices. The left side becomes $X$. On the right, $a$ and $d$ join the two positron spinors, while $c$ and $b$ join the two electron spinors:
\begin{equation}
X=\frac32\,(\eta^\dagger\eta')(\xi'^\dagger\xi)
-\frac12\,(\eta^\dagger\boldsymbol\sigma\eta')\cdot(\xi'^\dagger\boldsymbol\sigma\xi).
\end{equation}
The spinors here are columns of ordinary numbers, so the regrouping produces no fermionic sign. Such signs were settled with the operators in Lemma 2. Lemma 5 now gives
\begin{equation}
X=\frac32\,(\chi'^\dagger\chi)(\xi'^\dagger\xi)
+\frac12\,(\chi'^\dagger\boldsymbol\sigma\chi)\cdot(\xi'^\dagger\boldsymbol\sigma\xi).
\end{equation}
This is the matrix element of $\frac12(3+\boldsymbol\sigma_e\cdot\boldsymbol\sigma_p)$ between the spin states $\xi\chi$ and $\xi'\chi'$. Inserted into (\ref{eq:strength}), it yields the potential (\ref{eq:main}).

The total spin is $\boldsymbol S=\frac\hbar2(\boldsymbol\sigma_e+\boldsymbol\sigma_p)$. Because $\boldsymbol\sigma_e^2=\boldsymbol\sigma_p^2=3$,
\begin{equation}
\frac{\boldsymbol S^2}{\hbar^2}=\frac14\left(6+2\,\boldsymbol\sigma_e\cdot\boldsymbol\sigma_p\right)
=\frac12\left(3+\boldsymbol\sigma_e\cdot\boldsymbol\sigma_p\right).
\end{equation}
For total spin quantum number $S$ this equals $S(S+1)$, which is 2 in the triplet and 0 in the singlet. The factor $3+\boldsymbol\sigma_e\cdot\boldsymbol\sigma_p$ is then 4 or 0. On triplets the potential is
\begin{equation}
V_{\rm triplet}=g\,\delta^3(\boldsymbol r),\qquad
g=\frac{e^2\hbar^2}{2\varepsilon_0m^2c^2},
\label{eq:g}
\end{equation}
and on singlets it vanishes.

\textbf{Remark: the singlet before regrouping.} The zero can be seen in the original grouping. The annihilation current contains $\eta^\dagger\boldsymbol\sigma\xi=\chi^TC\boldsymbol\sigma\xi$. In the singlet, the products $\xi_b\chi_a$ are replaced by the antisymmetric coefficients $C_{ba}/\sqrt2$, and the current becomes
\begin{equation}
\frac1{\sqrt2}\sum_{ab}(C\boldsymbol\sigma)_{ab}C_{ba}
=\frac1{\sqrt2}\mathrm{tr}(C\boldsymbol\sigma C)
=\frac1{\sqrt2}\mathrm{tr}(\boldsymbol\sigma^*)=0 .
\end{equation}
A slow pair at zero total momentum has to supply a vector to the photon, and a state of total spin zero has no spin vector to offer. After the Fierz rearrangement the same fact appears as the cancellation $3-3=0$.

\subsection{Lemma 7: the wave function at zero separation}

\textbf{Statement.} Let $a=8\pi\varepsilon_0\hbar^2/(me^2)$. The Coulomb bound states of positronium satisfy
\begin{equation}
|\psi_{nlm_l}(0)|^2=\frac{\delta_{l0}}{\pi a^3n^3}.
\label{eq:density}
\end{equation}

\emph{Proof.} For $l>0$ the regular radial function behaves as $r^l$ near the origin, because the centrifugal term dominates there. It vanishes at $r=0$.

For $l=0$ write $\psi=u(r)/(r\sqrt{4\pi})$, where $u$ now denotes the radial function, with $\int_0^\infty u^2dr=1$ and $u(0)=0$. The reduced mass is $\mu=m/2$ and the potential energy is $U=-e^2/(4\pi\varepsilon_0r)$. Multiplying the radial equation $-(\hbar^2/2\mu)u''+(U-E)u=0$ by $u'$ and integrating gives
\begin{equation}
\frac{\hbar^2}{4\mu}\,u'(0)^2-\frac12\int_0^\infty\frac{dU}{dr}\,u^2\,dr=0 .
\end{equation}
The first term is the boundary value of $-(\hbar^2/4\mu)u'^2$. The second comes from integration by parts, whose boundary term vanishes since $Uu^2\to0$ at both ends. As $u/r\to u'(0)$ at the origin,
\begin{equation}
|\psi(0)|^2=\frac{u'(0)^2}{4\pi}
=\frac{\mu}{2\pi\hbar^2}\left\langle\frac{dU}{dr}\right\rangle
=\frac1{2\pi a}\left\langle\frac1{r^2}\right\rangle ,
\label{eq:origin}
\end{equation}
where $\mu e^2/(4\pi\varepsilon_0\hbar^2)=1/a$ was used.

To find $\langle r^{-2}\rangle$, let the angular momentum $\lambda\ge0$ vary continuously. With $E=-\hbar^2q^2/(2\mu)$ the radial equation is
\begin{equation}
u''+\left[\frac{2}{ar}-\frac{\lambda(\lambda+1)}{r^2}-q^2\right]u=0 .
\end{equation}
The bound solutions are $r^{\lambda+1}e^{-qr}$ times a polynomial of degree $\nu$, so their highest power is $r^\mathcal{N}$ with $\mathcal N=\nu+\lambda+1$. The terms in $r^{\mathcal N-1}e^{-qr}$ require $-2q\mathcal N+2/a=0$. Thus $q=1/(a\mathcal N)$ and $E=-\hbar^2/(2\mu a^2\mathcal N^2)$. The Hellmann--Feynman theorem equates $dE/d\lambda$ to the mean derivative of the Hamiltonian, at fixed $\nu$:
\begin{equation}
\frac{\hbar^2}{\mu a^2\mathcal N^3}
=\frac{\hbar^2(2\lambda+1)}{2\mu}\left\langle\frac1{r^2}\right\rangle .
\end{equation}
At $\lambda=0$, where $\mathcal N=n$, this gives $\langle r^{-2}\rangle=2/(a^2n^3)$. Insertion into (\ref{eq:origin}) completes the proof. $\square$

\subsection{Proof of the theorem: orbital selection and energy}

A matrix element of the delta function between orbital states is $\psi_f^*(0)\psi_i(0)$. By Lemma 7 it vanishes unless both states have $l=0$. Within a Coulomb level $n$, the nonzero elements of $V$ therefore belong to the three spin orientations of $n\,^3S_1$, on which $V$ is a multiple of the unit matrix. Taken alone, the first-order shift is
\begin{equation}
\Delta E_n=g\,|\psi_{n00}(0)|^2
=\frac{e^2\hbar^2}{2\varepsilon_0m^2c^2}\,\frac1{\pi a^3n^3}.
\end{equation}
Use $e^2/\varepsilon_0=4\pi\hbar c\alpha$ and, equivalently, $a=2\hbar/(mc\alpha)$:
\begin{equation}
\Delta E_n=\frac{2\pi\hbar^3\alpha}{m^2c}\cdot
\frac{m^3c^3\alpha^3}{8\pi\hbar^3n^3}=\frac{mc^2\alpha^4}{4n^3}.
\end{equation}
This is (\ref{eq:shift}), and the theorem is proved. One power of $\alpha$ comes from the photon coupling and three come from the probability density at contact. $\square$

\textbf{Remark: a delta function of finite width.} Replace $\delta^3(\boldsymbol r)$ by a normalized Gaussian of standard deviation $s\ll a$ along each axis. A state of angular momentum $l$ has density proportional to $r^{2l}$ near the origin, so its matrix element scales as $s^{2l}$. Halving $s$ from $0.001\,a$ reduces the computed 2P value by 3.996 and the 3D value by 15.986, close to the limiting factors 4 and 16. The 1S value at $s=0.001\,a$ is $0.3173\,a^{-3}$, slightly below the limit $1/(\pi a^3)=0.3183\,a^{-3}$. The deficit comes from the cusp: the density falls as $1-2r/a$, and the Gaussian has mean radius $2s\sqrt{2/\pi}$, which gives a relative reduction of 0.3\%.

\subsection{Remark: where the selection rule ends}

The restriction to triplet S states belongs to the contact term. Its first correction follows from (\ref{eq:current}) with $\boldsymbol p_1=\boldsymbol p$ and $\boldsymbol p_2=-\boldsymbol p$. Use $(\boldsymbol\sigma\cdot\boldsymbol p)\boldsymbol\sigma(\boldsymbol\sigma\cdot\boldsymbol p)=2\boldsymbol p(\boldsymbol\sigma\cdot\boldsymbol p)-p^2\boldsymbol\sigma$ and $N^2\simeq1-p^2/(4m^2c^2)$. The terms in $p^2\boldsymbol\sigma$ cancel, and
\begin{equation}
v^\dagger\boldsymbol\alpha u\simeq\eta^\dagger\left[\boldsymbol\sigma
-\frac{\boldsymbol p(\boldsymbol\sigma\cdot\boldsymbol p)}{2m^2c^2}\right]\xi .
\end{equation}
The product $p_ip_j$ has a trace, which corrects the S-state coupling, and a traceless part of orbital rank two, which couples triplet D states. The ${}^3D_1$ states thus take part in one-photon annihilation, with an amplitude suppressed by $p^2/(mc)^2$. At zero total momentum every term of (\ref{eq:current}) is a combination of the components of $\eta^\dagger\boldsymbol\sigma\xi$, so singlet states are excluded from the one-photon channel at all orders in $p$. Singlet S states can, however, annihilate virtually through two photons, a process of higher order in $\alpha$ that is outside assumption (i).

\subsection{Worked example: the lowest triplet levels}

The inputs are $mc^2=510\,999$ eV and $\alpha=0.00729735$. The length $a$ is 0.105835 nm, so in the ground state
\begin{equation}
|\psi(0)|^2=\frac1{\pi(0.105835\ \mathrm{nm})^3}=268.5\ \mathrm{nm}^{-3}.
\end{equation}
The triplet strength (\ref{eq:g}) is $g=1.3492\times10^{-6}$ eV nm$^3$. The shift of the lowest triplet level is
\begin{equation}
\Delta E_1=(1.3492\times10^{-6})(268.51)\ \mathrm{eV}
=3.62\times10^{-4}\ \mathrm{eV},
\end{equation}
or 87.6 GHz after division by Planck's constant. The factor $1/n^3$ reduces it by 8 for $n=2$ and by 27 for $n=3$, giving $4.53\times10^{-5}$ eV (10.9 GHz) and $1.34\times10^{-5}$ eV (3.24 GHz). The singlet levels with the same $n$ are not moved by this potential.

For the ground state, the virial theorem equates the mean kinetic energy $\langle p^2\rangle/(2\mu)$ to the binding energy $\hbar^2/(2\mu a^2)$. Hence $\langle p^2\rangle/(mc)^2=(\hbar/mca)^2=\alpha^2/4=1.33\times10^{-5}$, which gives the order of magnitude of the relative kinematic corrections from momenta of order $\hbar/a$. It does not bound the contribution of momenta near $mc$, where the expansion in $p/(mc)$ fails. The 1S momentum wave function is proportional to $1/(p^2+\hbar^2/a^2)^2$, so the $p^2$ term of the current, integrated over it, grows linearly with the upper momentum limit; cut off near $mc$, it is a relative correction of order $\alpha$, not $\alpha^2$. Corrections with one further power of $\alpha$ are outside this derivation. A relative correction of order $\alpha\approx0.7\%$ would be about 0.6 GHz on 87.6 GHz, enough to change the third figure and possibly the second. The value quoted above is that of the leading-order formula and describes the physical shift only to a relative accuracy of order $\alpha$.

These numbers are the one-photon annihilation contribution alone. The full interval between the triplet and singlet ground states also contains the magnetic interaction of the two spins, which arises from photon exchange without annihilation. The numerical check tests the positron spin assignment, the photon sum with its sign, the Fierz identity and the density at contact separately, and then assembles the level shifts from the computed pieces.

\section*{Numbers as computed}
\begin{verbatim}
Fierz identity, largest error: 0.0e+00
Fock-space two-body term, largest error: 1.2e-15
amplitude error at momentum scale 0.02 mc: 2.599e-04
amplitude error at momentum scale 0.01 mc: 6.499e-05
ratio of these errors: 3.999
triplet amplitude (hbar=c=m=e^2/eps0=1): 0.50000
singlet amplitude (same units): 0.00000
spin factor 3+sigma.sigma, triplet: 4.0
spin factor 3+sigma.sigma, singlet: 0.0
Gaussian width for the space test: 0.0010 a
smeared density 1S: 3.1730e-01 a^-3
smeared density 2S: 3.9662e-02 a^-3
smeared density 2P: 9.9260e-09 a^-3
smeared density 3D: 9.6866e-17 a^-3
2P density ratio on halving the width: 3.996
3D density ratio on halving the width: 15.986
pi n^3 a^3 |psi(0)|^2 by quadrature, n=1: 1.00000
pi n^3 a^3 |psi(0)|^2 by quadrature, n=2: 1.00000
pi n^3 a^3 |psi(0)|^2 by quadrature, n=3: 1.00000
fine-structure constant: 0.00729735
electron rest energy: 510998.95 eV
positronium length a: 0.105835 nm
ground-state |psi(0)|^2: 268.50770 nm^-3
triplet contact strength: 1.34916e-06 eV nm^3
shift of 1 triplet S: 3.62261e-04 eV
shift of 1 triplet S over h: 87.5943 GHz
shift of 2 triplet S: 4.52826e-05 eV
shift of 2 triplet S over h: 10.9493 GHz
shift of 3 triplet S: 1.34171e-05 eV
shift of 3 triplet S over h: 3.2442 GHz
ground-state <p^2>/(mc)^2: 1.3313e-05
\end{verbatim}
